# The four stereoisomers of an octahedral tris-chelate with unsymmetrical ligands

## What symmetry permits

An octahedron of donor sites has 24 rotations. If a rigid complex is itself unchanged by \(\sigma\) of them (counting the identity), the 24 rotations turn it into \(24/\sigma\) different arrangements on the fixed sites. The total number \(N\) of arrangements must therefore be a sum of terms \(24/\sigma\), one for each stereoisomer. Symmetry also restricts \(\sigma\) and decides whether isomers come in mirror pairs.

The complex is M(AB)₃, with three identical bidentate ligands whose ends A and B are inequivalent. The donors occupy the sites \(\pm x,\pm y,\pm z\) at unit distance from the metal. Sites \(v\) and \(-v\) are trans; any other two are cis. Four assumptions define the problem:

- Each ligand binds through both ends and spans two cis sites.
- The ligand is achiral, and binding creates no new stereocentre in it.
- Puckering of the chelate rings is ignored, or averages out.
- The complex does not rearrange while it is observed.

A *placement* is a set of three ligands that fills the six sites, with the A end and B end of each specified. The ligands carry no numbers, so exchanging two whole ligands gives the same placement. Two placements are the same stereoisomer when a rotation carries one into the other.

Which operations can leave a placement unchanged? Such an operation permutes the three ligands. If it maps a ligand to itself, A must go to A and B to B, because the ends differ. Both sites of that ligand are then fixed. This observation, used directly or through powers of an operation, settles every case except the mirror planes containing four sites, which need a separate argument.

**Twofold rotations.** An operation whose square is the identity can only swap ligands in pairs. With three ligands, at least one is mapped to itself, so two cis sites are fixed. A rotation that fixes two perpendicular directions also fixes the third and is the identity. No twofold rotation leaves a placement unchanged.

**Fourfold rotations.** The square of a fourfold rotation is a twofold rotation. If the former left a placement unchanged, so would the latter, which has just been excluded.

**Inversion.** By the same pairing argument, one ligand would have both its sites fixed, but inversion fixes no site.

**Mirror planes containing four sites.** Let the mirror exchange \(+z\) and \(-z\). The ligand at \(+z\) has its other end at an in-plane site \(v\), since it cannot span to \(-z\). Its image occupies \(-z\) and \(v\). If the placement were unchanged, two different ligands would both occupy \(v\), which is impossible.

**Mirror planes containing two sites.** One ligand would have both its sites fixed. The only fixed sites are a trans pair, which a ligand cannot span.

**Rotation-reflections.** The square of \(S_4\) is a twofold rotation, and the cube of \(S_6\) is the inversion. Both are excluded.

Apart from the identity, only threefold rotations remain. They fix no site, so they cannot map a ligand to itself and must cycle all three ligands. Two operations that preserve a placement and permute its ligands in the same way are equal: one followed by the inverse of the other fixes every site. The operations that preserve a placement thus correspond to different members of the set {identity, cycle, reverse cycle}. They number one or three, since a cycle brings its inverse with it. Hence \(\sigma=1\) or \(\sigma=3\).

Every placement is also chiral. Suppose a reflection \(r\) took a placement \(p\) to one that a rotation \(g\) could also produce, \(rp=gp\). Then \(g^{-1}r\), an improper operation, would leave \(p\) unchanged, contrary to the result above. A mirror image therefore belongs to a different stereoisomer with the same \(\sigma\). With \(n_1\) and \(n_3\) the numbers of isomers having \(\sigma=1\) and \(\sigma=3\),

\[
N=24\,n_1+8\,n_3,\qquad n_1,\ n_3\ \text{even}.
\]

## First derivation: counting unchanged placements

The placements can be counted by where the A ends sit. Three sites either include a trans pair or they do not.

If they do not, one site is taken from each axis, and the three form a face of the octahedron. This is the facial (fac) arrangement. There are \(2^3=8\) faces. The B ends occupy the opposite face, and no A may be joined to its own trans site. Two of the \(3!=6\) ways of joining the faces satisfy this: the two cyclic shifts. Thus

\[
N_{\rm fac}=8\times2=16 .
\]

If the A sites include a trans pair, they have the form \(\{v,-v,w\}\), with \(w\) on another axis. This is the meridional (mer) arrangement. There are 3 choices for the axis of the pair and 4 for \(w\), giving 12 sets. The B sites are \(-w\), \(q\) and \(-q\), where \(q\) lies on the third axis. The A end at \(w\) cannot be joined to \(-w\), so it has 2 possible partners, \(q\) and \(-q\). The two remaining B sites are cis to both \(v\) and \(-v\) and can be assigned in 2 ways. Thus

\[
N_{\rm mer}=12\times2\times2=48,\qquad N=16+48=64 .
\]

To turn placements into isomers, let a group \(G\) of \(|G|\) operations act on a set of placements. Call the placements reachable from \(p\) its class, and let \(\sigma_p\) be the number of operations that leave \(p\) unchanged. If \(h\) takes \(p\) to \(q\), then \(g\) also does so precisely when \(h^{-1}g\) leaves \(p\) unchanged. Each member of the class is therefore reached by \(\sigma_p\) operations, and the class has \(|G|/\sigma_p\) members.

Now count the pairs \((g,p)\) with \(gp=p\), first by operation and then by placement. With \(F(g)\) the number of placements that \(g\) leaves unchanged,

\[
\sum_{g}F(g)=\sum_p\sigma_p=\sum_p\frac{|G|}{\text{size of the class of }p}=|G|\times(\text{number of classes}).
\]

The last step holds because the members of one class, each contributing the reciprocal of its size, add up to one. The result is Burnside's lemma:

\[
\text{number of classes}=\frac1{|G|}\sum_gF(g).
\]

For the rotations, the identity has \(F=64\), and the twofold and fourfold rotations have \(F=0\). Consider the threefold rotation \(+x\to+y\to+z\to+x\), which also takes \(-x\to-y\to-z\to-x\). It cycles the ligands of an unchanged placement, so the A ends fill one of these two faces: 2 choices. The ligand with its A end on \(+x\), say, may have its B end on \(-y\) or \(-z\): 2 choices. The rotation then determines the other ligands. Hence \(F=4\), and all four placements are fac. There are 8 threefold rotations, two about each of four axes, so

\[
\text{number of stereoisomers}=\frac{64+8\times4}{24}=\frac{96}{24}=4 .
\]

Rotations preserve trans relations, so they never mix fac with mer, and the lemma applies to each set separately:

\[
n_{\rm fac}=\frac{16+8\times4}{24}=2,\qquad
n_{\rm mer}=\frac{48+0}{24}=2 .
\]

Finally, let \(G\) contain all 48 operations, so that mirror images are counted together. The 24 improper operations add nothing to the sums, while the denominator doubles:

\[
\frac{16+32}{48}=1\ \text{fac class},\qquad \frac{48}{48}=1\ \text{mer class}.
\]

The two fac isomers are therefore mirror images of each other, and so are the two mer isomers. This proves the result: two geometrical isomers, each with two enantiomers.

The fac isomers have \(\sigma=3\) (point group \(C_3\)) and 8 placements each. The mer isomers have \(\sigma=1\) (point group \(C_1\)) and 24 each. The opening formula is satisfied with \(n_1=n_3=2\), since \(24\times2+8\times2=64\).

## Second derivation: building the isomers

The second route constructs the isomers and identifies them by two properties that rotations cannot change. First ignore the difference between A and B, so that each ligand is an edge joining two cis sites. Let \(n_{xy},n_{yz},n_{zx}\) count the edges joining the indicated axes. Each axis has two sites to be used, so

\[
n_{xy}+n_{zx}=2,\qquad n_{xy}+n_{yz}=2,\qquad n_{yz}+n_{zx}=2 .
\]

The first two equations give \(n_{zx}=n_{yz}\), and the third then makes both equal to 1. Hence \(n_{xy}=1\) as well. Let the \(xy\) edge use the sites \(sx\) and \(ty\), and let the \(yz\) edge use \(uz\), with \(s,t,u=\pm1\). The remaining sites are then forced:

\[
1:\ (sx,\,ty),\qquad 2:\ (-ty,\,uz),\qquad 3:\ (-uz,\,-sx).
\]

There are \(2^3=8\) such skeletons. Their handedness can be measured from the edge vectors \(\mathbf d_i\), taken from first to second site, and the edge midpoints \(\mathbf m_i\):

\[
H=\sum_{i<j}(\mathbf d_i\cdot\mathbf d_j)\,(\mathbf d_i\times\mathbf d_j)\cdot(\mathbf m_i-\mathbf m_j).
\]

Reversing one edge vector changes the sign of both factors in each term where it appears. Exchanging \(i\) and \(j\) changes the signs of both the cross product and the midpoint difference. \(H\) is therefore independent of edge direction and numbering. A rotation leaves it unchanged, while an improper operation reverses the triple product and hence \(H\).

The vectors are

\[
\begin{aligned}
\mathbf d_1&=(-s,t,0), & \mathbf m_1&=\tfrac12(s,t,0),\\
\mathbf d_2&=(0,t,u), & \mathbf m_2&=\tfrac12(0,-t,u),\\
\mathbf d_3&=(-s,0,u), & \mathbf m_3&=\tfrac12(-s,0,-u).
\end{aligned}
\]

Since \(s^2=t^2=u^2=1\), all three products \(\mathbf d_i\cdot\mathbf d_j\) equal 1. The triple products are

\[
\begin{aligned}
(tu,su,-st)\cdot\tfrac12(s,2t,-u)&=\tfrac12(1+2+1)stu=2stu,\\
(tu,-su,st)\cdot\tfrac12(s,-t,2u)&=\tfrac12(1+1+2)stu=2stu,\\
(tu,su,st)\cdot\tfrac12(2s,t,u)&=\tfrac12(2+1+1)stu=2stu,
\end{aligned}
\]

for the pairs 12, 23 and 13. In the last line, \(\mathbf d_1\times\mathbf d_3=(tu,su,st)\) and \(\mathbf m_1-\mathbf m_3=\frac12(2s,t,u)\). Therefore

\[
H=6stu=\pm6 .
\]

\(H\) never vanishes, so every skeleton is chiral, even before A and B are distinguished.

The symbol Δ denotes edges that wind as a right-handed helix about the threefold axis of the skeleton, and Λ a left-handed one. That axis is \(\mathbf n=(s,-t,-u)\), through the face containing the first sites of the three edges. An edge is right-handed about \(\mathbf n\) if advancing along the axis accompanies positive rotation, that is, if \((\mathbf d\cdot\mathbf n)\,[(\mathbf n\times\mathbf m)\cdot\mathbf d]>0\). For edge 1, \(\mathbf d_1\cdot\mathbf n=-2\) and

\[
(\mathbf n\times\mathbf m_1)\cdot\mathbf d_1=\mathbf n\cdot(\mathbf m_1\times\mathbf d_1)=(s,-t,-u)\cdot(0,0,st)=-stu .
\]

The product is \(2stu\). Hence Δ corresponds to \(stu=+1\), or \(H=+6\), and Λ to \(stu=-1\), or \(H=-6\).

A twofold rotation about a coordinate axis reverses two of the signs \(s,t,u\) and keeps their product. These rotations connect the four skeletons of each hand, so one skeleton of each hand suffices for what follows.

Now restore the ends. Let \(\varepsilon_i=+\) if A is on the first site of edge \(i\), and \(\varepsilon_i=-\) if it is on the second. Each skeleton has \(2^3=8\) orientations. Two kinds of rotation connect them.

1. The rotation \(sx\to-ty\to-uz\to sx\), which also takes \(ty\to uz\to-sx\to ty\), cycles the edges and preserves their directions. It shifts \((\varepsilon_1,\varepsilon_2,\varepsilon_3)\) cyclically. As a matrix it is a cyclic permutation of the axes with sign factors \((-st)(tu)(-su)=+1\), so it is proper.
2. The operation \(sx\leftrightarrow ty\), \(-sx\leftrightarrow-ty\), \(uz\leftrightarrow-uz\) reverses edge 1 and exchanges edges 2 and 3 with reversal. It takes \((\varepsilon_1,\varepsilon_2,\varepsilon_3)\) to \((-\varepsilon_1,-\varepsilon_3,-\varepsilon_2)\). Exchanging two axes contributes \(-1\) to the determinant and reversing \(z\) another \(-1\), so it is a rotation.

The second rotation connects \((+++)\) with \((---)\). In \((+++)\) the A ends are at \(sx,-ty,-uz\), which is a face, so this class is fac.

The other six orientations have one sign different from the other two. Cyclic shifts connect the three with a single minus, and likewise the three with a single plus. The second rotation takes \((++-)\) to \((-+-)\), which joins the two groups. In \((-++)\) the A ends are at \(ty,-ty,-uz\), which includes a trans pair, so this class is mer.

Each hand thus has one fac class and one mer class. No rotation can join any of the resulting four, because rotations preserve both \(H\) and the trans relation. The reflection \(x\to-x\) changes \(s\) to \(-s\) and leaves every \(\varepsilon_i\) as it was. It therefore pairs fac-Δ with fac-Λ and mer-Δ with mer-Λ.

## What each derivation assumes

Both derivations use the same cis rule and the same definition of a stereoisomer. They differ in what must be supplied. The first needs the complete list of symmetry operations and the number of placements each leaves unchanged. It needs no handedness convention, and so cannot say which enantiomer is Δ. The second needs coordinates, a convention for Δ, and explicit rotations connecting the members of each class. It does not need the full list of rotations, because \(H\) and the fac or mer character already keep the classes apart.

The condition A ≠ B also enters differently. In the first derivation it forces a ligand mapped to itself to have both sites fixed. In the second it makes the eight orientations distinct. If A = B, those orientations coincide and only the skeletons remain: four of each hand, connected by rotations. There are then two stereoisomers, Δ and Λ.

If the ligand is itself chiral and all three have the same hand, rotations still act on the placements as before and the count remains four. A reflection, however, now produces ligands of the opposite hand. The four isomers are then diastereomers, with no enantiomeric pairs among them.

A real chelate has a bite angle that need not be 90°. Moderate distortion does not affect the count while each structure can still be assigned to one octahedral placement. The assignment fails at a trigonal prism. One such prism is reached by twisting one face about \(\mathbf n\) until the chelate edges are parallel to the axis. At least two of the three ligands point the same way along the axis. The plane containing the axis and the remaining ligand exchanges those two, so the prism is achiral. Continuing the twist produces the opposite hand, while every A end stays on its original face. This motion interconverts Δ and Λ but preserves fac or mer. If it is fast on the time scale of observation, and no other rearrangement occurs, only two species are distinguished. Twists about the other three face axes pass through a different prism, with only one ligand parallel to the axis, and that prism is chiral. They also invert the hand, but they do not preserve the geometrical isomer: each takes fac to mer, and from mer one of the three gives fac while the other two give mer.

## Placement numbers and equilibrium populations

There are as many fac as mer isomers, but three times as many mer placements. That factor appears at equilibrium, which requires fac and mer to interconvert while the sample is prepared. For a kinetically inert complex the ratio is set by the route of preparation instead. Consider an illustrative model, not fitted to any real complex, in which each trans donor pair contributes an energy: 5.0 kJ/mol for AA, 3.0 for BB and 2.0 for AB. In fac, every A is trans to a B. In mer, there is one pair of each kind. Hence

\[
E_{\rm fac}=3(2.0)=6.0,\qquad E_{\rm mer}=5.0+3.0+2.0=10.0\ \text{kJ/mol},
\]

and \(w=E_{\rm mer}-E_{\rm fac}=4.0\) kJ/mol. Assume that the isomers otherwise differ only in rotational symmetry number. The classical rotational partition function is proportional to \(1/\sigma\), as is the number of placements, so each placement receives the same weight apart from its Boltzmann factor:

\[
\frac{[\text{mer}]}{[\text{fac}]}=\frac{48\,e^{-E_{\rm mer}/RT}}{16\,e^{-E_{\rm fac}/RT}}=3\,e^{-w/RT}.
\]

At 400 K, \(RT=3.326\) kJ/mol and \(w/RT=1.203\), so the ratio is \(3\times0.300=0.90\). The mixture contains 52.6% fac and 47.4% mer, each divided equally between its enantiomers in an achiral environment. The energy favours fac, but the factor 3 nearly cancels the preference.

The populations are equal when \(3e^{-w/RT}=1\), that is, at

\[
T^*=\frac{w}{R\ln3}\approx438\ \text{K}.
\]

Below \(T^*\) fac predominates, and above it mer does. For \(w>0\) the ratio tends to 0 at low temperature and to 3 at high temperature within this model. For \(w\le0\) mer predominates at every temperature. A real pair of isomers also differs in vibrations, moments of inertia and solvation, which would alter the ratio.

The numerical output gives the number of placements that each kind of operation leaves unchanged. It also gives a separate classification by superposing coordinates, which finds the same four stereoisomers.

## Values computed for the example and the checks

```
Chelate skeletons (count): 8
Placements of three AB ligands (count): 64
fac placements (count): 16
mer placements (count): 48
Operation: number of operations, placements fixed by each
  E: 1, 64
  mirror (4 sites in plane): 3, 0
  C2 (through sites): 3, 0
  inversion: 1, 0
  mirror (2 sites in plane): 6, 0
  C4: 6, 0
  C2 (through edges): 6, 0
  S4: 6, 0
  C3: 8, 4
  S6: 8, 0
Sum of fixed placements over rotations: 96
Number of rotations: 24
Stereoisomers by Burnside count: 4
Stereoisomers by coordinate superposition: 4
Number of operations including improper: 48
Classes when mirror images are merged: 2
Isomer: placements, rotations that fix one, H, mirror image
  mer-Lambda: 24, 1, -6, mer-Delta
  mer-Delta: 24, 1, +6, mer-Lambda
  fac-Delta: 8, 3, +6, fac-Lambda
  fac-Lambda: 8, 3, -6, fac-Delta
Stereoisomers if A = B (count): 2
Model energy of a trans AA pair: 5.0 kJ/mol
Model energy of a trans BB pair: 3.0 kJ/mol
Model energy of a trans AB pair: 2.0 kJ/mol
Energy of fac isomer: 6.0 kJ/mol
Energy of mer isomer: 10.0 kJ/mol
w = E(mer) - E(fac): 4.0 kJ/mol
Temperature: 400 K
RT: 3.3258 kJ/mol
w/RT: 1.2027 (dimensionless)
exp(-w/RT): 0.3004 (dimensionless)
mer/fac ratio from formula: 0.9011 (dimensionless)
mer/fac ratio from sum: 0.9011 (dimensionless)
fac share: 52.60 percent
mer share: 47.40 percent
Equal-population temperature: 437.9 K
```
